# Löwdin's Spin Projector as an Annihilator Product and a Rotation Integral: a numerical check

```python
"""
Result under test: Lowdin's product of spin annihilators
    P_s = prod_{l != s} [S^2 - l(l+1)] / [s(s+1) - l(l+1)]
equals the integral over spin rotations R = exp(-i a Sz) exp(-i b Sy) exp(-i g Sz)
weighted by the conjugate character sum_M D^s_MM(a,b,g)* and (2s+1)/(8 pi^2).
Between states with Sz = m it reduces to
    (2s+1)/2 * integral_0^pi sin(b) d^s_mm(b) exp(-i b Sy) db.
Symbols: s, l total spins; M, K, m values of Sz; d^s Wigner's reduced matrix;
w_s weight of spin s in a determinant; E_s energy of its spin-s component.
Example: UHF/STO-3G determinant of a linear H4 chain. hbar = 1.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.constants import physical_constants
from pyscf import gto, scf


def spin_ladder(s):
    """Sz values (descending) and the matrix of S+ for one spin s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    return m, np.diag(np.sqrt((s - m[1:]) * (s + m[1:] + 1)), 1)


def rotation_y(s_plus, beta):
    """exp(-i beta Sy), a real matrix because -i Sy = -(S+ - S-)/2."""
    return expm(-0.5 * beta * (s_plus - s_plus.T))


def wigner_d(s, beta):
    return rotation_y(spin_ladder(s)[1], beta)


def fock_space(norb, nelec):
    """Annihilation matrices (all alpha, then all beta) and N-electron indices."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    ann = []
    for k in range(2 * norb):
        mat = np.eye(1)
        for j in range(2 * norb):
            mat = np.kron(mat, sign if j < k else lower if j == k else one)
        ann.append(mat)
    number = np.diag(sum(a.T @ a for a in ann))
    return ann, np.flatnonzero(np.isclose(number, nelec)), number


def hop(ann, keep, p, q):
    return (ann[p].T @ ann[q])[np.ix_(keep, keep)]


def spin_operators(ann, keep, norb):
    s_plus = sum(hop(ann, keep, p, norb + p) for p in range(norb))
    sz = 0.5 * sum(np.diag(hop(ann, keep, p, p))
                   - np.diag(hop(ann, keep, norb + p, norb + p))
                   for p in range(norb))
    s2 = s_plus.T @ s_plus + np.diag(sz * (sz + 1))
    return s_plus, sz, s2


def lowdin(s2, s, spins):
    """Product of annihilators for all l in spins except s."""
    proj = np.eye(len(s2))
    for l in spins:
        if l != s:
            proj = proj @ (s2 - l * (l + 1) * np.eye(len(s2)))
            proj = proj / (s * (s + 1) - l * (l + 1))
    return proj


def group_integral(s_plus, sz, s, element=None):
    """Three-angle integral; weight is the character, or one D*_MK."""
    m = spin_ladder(s)[0]
    nphi = 8
    phis = 2 * np.pi * np.arange(nphi) / nphi
    total = np.zeros(s_plus.shape, complex)
    for x, wx in zip(*np.polynomial.legendre.leggauss(8)):
        beta = np.arccos(x)
        rot, d = rotation_y(s_plus, beta), wigner_d(s, beta)
        for a in phis:
            for g in phis:
                big_d = np.exp(-1j * a * m)[:, None] * d * np.exp(-1j * g * m)
                if element is None:
                    weight = np.trace(big_d).conj()
                else:
                    i = int(round(s - element[0]))
                    k = int(round(s - element[1]))
                    weight = big_d[i, k].conj()
                full = np.exp(-1j * a * sz)[:, None] * rot * np.exp(-1j * g * sz)
                total += wx * weight * full
    return (2 * s + 1) / (2 * nphi**2) * total


# --- Ladder relations of d^s, derivative taken by finite differences ---
step = 1e-5
for s in (0.5, 1.0, 1.5, 2.0):
    ms = spin_ladder(s)[0]
    for beta in (0.4, 1.3, 2.5):
        d = wigner_d(s, beta)
        slope = (wigner_d(s, beta + step) - wigner_d(s, beta - step)) / (2 * step)
        for i, M in enumerate(ms):
            factor = (ms - M * np.cos(beta)) / np.sin(beta)
            up = d[i - 1] if i > 0 else 0 * d[i]
            down = d[i + 1] if i < len(ms) - 1 else 0 * d[i]
            a_up = np.sqrt((s + M + 1) * (s - M))
            a_down = np.sqrt((s + M) * (s - M + 1))
            assert np.allclose(a_up * up, slope[i] + factor * d[i], atol=1e-8)
            assert np.allclose(a_down * down, -slope[i] + factor * d[i], atol=1e-8)

# --- Orthogonality and norm of d^s_MK by quadrature ---
xs, ws = np.polynomial.legendre.leggauss(12)
for family in ((0.0, 1.0, 2.0), (0.5, 1.5, 2.5)):
    table = {s: np.array([wigner_d(s, np.arccos(x)) for x in xs]) for s in family}
    for s in family:
        for t in family:
            low = min(s, t)
            cut_s = slice(int(s - low), int(s - low) + int(2 * low) + 1)
            cut_t = slice(int(t - low), int(t - low) + int(2 * low) + 1)
            integral = np.einsum('x,xij,xij->ij', ws, table[s][:, cut_s, cut_s],
                                 table[t][:, cut_t, cut_t])
            expected = 2 / (2 * s + 1) if s == t else 0.0
            assert np.allclose(integral, expected, atol=1e-12)

# --- Operator identity in complete 3- and 4-electron spaces ---
deviation = {}
for norb, nelec, spins in ((3, 3, (0.5, 1.5)), (4, 4, (0.0, 1.0, 2.0))):
    ann, keep, number = fock_space(norb, nelec)
    s_plus, sz, s2 = spin_operators(ann, keep, norb)
    vals, vecs = eigh(s2)
    assert np.allclose(np.unique(np.round(vals, 8)), [l * (l + 1) for l in spins])
    worst = 0.0
    for s in spins:
        proj = lowdin(s2, s, spins)
        chosen = vecs[:, np.isclose(vals, s * (s + 1))]
        assert np.allclose(proj, chosen @ chosen.T, atol=1e-10)
        worst = max(worst, np.abs(group_integral(s_plus, sz, s) - proj).max())
        # one angle, with the smallest point number that is claimed to be exact
        npts = int(np.ceil((s + spins[-1] + 1) / 2))
        for m in spin_ladder(s)[0]:
            block = np.flatnonzero(np.isclose(sz, m))
            cut = np.ix_(block, block)
            i = int(round(s - m))
            one_angle = 0.0
            for x, wx in zip(*np.polynomial.legendre.leggauss(npts)):
                b = np.arccos(x)
                one_angle = one_angle + (s + 0.5) * wx * wigner_d(s, b)[i, i] \
                    * rotation_y(s_plus, b)[cut]
            assert np.allclose(one_angle, proj[cut], atol=1e-10)
    assert worst < 1e-10
    deviation[nelec] = (len(keep), worst)

# From here on: the 4-electron space. Transfer operator |1,1><1,0| from S+.
spins = (0.0, 1.0, 2.0)
P = {s: lowdin(s2, s, spins) for s in spins}
in_m0 = np.isclose(sz, 0.0)
transfer = group_integral(s_plus, sz, 1.0, element=(1, 0))
assert np.allclose(transfer, s_plus @ P[1.0] @ np.diag(in_m0 * 1.0) / np.sqrt(2),
                   atol=1e-10)
# Factors with l < |m| are superfluous for Sz = m = 1, but not for Sz = 0.
short = lowdin(s2, 1.0, (1.0, 2.0))
in_m1 = np.isclose(sz, 1.0)
assert np.allclose(short[:, in_m1], P[1.0][:, in_m1], atol=1e-10)
assert np.abs(short[:, in_m0] - P[1.0][:, in_m0]).max() > 0.1

# --- Broken-symmetry determinant of the H4 chain ---
spacing = 1.5
mol = gto.M(atom=[['H', (0.0, 0.0, spacing * k)] for k in range(4)],
            basis='sto-3g', unit='Angstrom', verbose=0)
rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
e_rhf = rhf.kernel()
uhf = scf.UHF(mol)
uhf.conv_tol = 1e-12
e_uhf = uhf.kernel(dm0=np.array([np.diag([1.0, 0, 1, 0]), np.diag([0, 1.0, 0, 1])]))
assert rhf.converged and uhf.converged and e_uhf < e_rhf - 1e-4

overlap = mol.intor('int1e_ovlp')
sval, svec = eigh(overlap)
s_half = svec @ np.diag(np.sqrt(sval)) @ svec.T
X = svec @ np.diag(1 / np.sqrt(sval)) @ svec.T
h1 = X.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), X, X, X, X,
                optimize=True)
E = np.array([[hop(ann, keep, p, q) + hop(ann, keep, 4 + p, 4 + q)
               for q in range(4)] for p in range(4)])
H = mol.energy_nuc() * np.eye(len(keep)) + np.einsum('pq,pqij->ij', h1, E)
H -= 0.5 * np.einsum('pqqs,psij->ij', eri, E)
for p in range(4):
    for q in range(4):
        H += 0.5 * E[p, q] @ np.einsum('rs,rsij->ij', eri[p, q], E)
assert np.allclose(H @ s2, s2 @ H, atol=1e-9)

occ = [s_half @ uhf.mo_coeff[k][:, uhf.mo_occ[k] > 0] for k in (0, 1)]
state = np.isclose(number, 0.0) * 1.0
for k in (0, 1):
    for orbital in occ[k].T:
        state = sum(c * ann[4 * k + p].T @ state for p, c in enumerate(orbital))
phi = state[keep]
assert abs(phi @ phi - 1) < 1e-10 and abs(phi @ H @ phi - e_uhf) < 1e-8
sigma = np.linalg.svd(occ[0].T @ occ[1], compute_uv=False)

# --- Weights and energies: annihilator product against three angles ---
w_prod = {s: phi @ P[s] @ phi for s in spins}
e_prod = {s: phi @ H @ P[s] @ phi / w_prod[s] for s in spins}


def overlap_kernel(x):
    return np.prod((1 + x) / 2 + sigma**2 * (1 - x) / 2)


def angle_weights(npts):
    nodes = np.polynomial.legendre.leggauss(npts)
    return {s: (s + 0.5) * sum(wx * wigner_d(s, np.arccos(x))[int(s), int(s)]
                               * overlap_kernel(x) for x, wx in zip(*nodes))
            for s in spins}


nodes, gauss = np.polynomial.legendre.leggauss(3)
rotated = [rotation_y(s_plus, np.arccos(x)) @ phi for x in nodes]
n_kernel = np.array([overlap_kernel(x) for x in nodes])
h_kernel = np.array([phi @ H @ r for r in rotated])
assert np.allclose(n_kernel, [phi @ r for r in rotated], atol=1e-10)
w_ang = angle_weights(3)
e_ang = {}
for s in spins:
    d00 = np.array([wigner_d(s, np.arccos(x))[int(s), int(s)] for x in nodes])
    e_ang[s] = (s + 0.5) * np.sum(gauss * d00 * h_kernel) / w_ang[s]
    assert abs(w_ang[s] - w_prod[s]) < 1e-10
    assert abs(e_ang[s] - e_prod[s]) < 1e-7
w_two = angle_weights(2)
assert abs(w_two[2.0] - w_prod[2.0]) > 1e-3

# Closed forms of the weights for two electron pairs
a, b = (1 + sigma**2) / 2, (1 - sigma**2) / 2
closed = (a[0] * a[1] + b[0] * b[1] / 3, a[0] * b[1] + a[1] * b[0],
          2 * b[0] * b[1] / 3)
assert np.allclose(closed, [w_prod[s] for s in spins], atol=1e-10)
s2_uhf = uhf.spin_square()[0]
assert abs(sum(w_ang[s] * s * (s + 1) for s in spins) - s2_uhf) < 1e-8
assert abs(sum(w_ang[s] * e_ang[s] for s in spins) - e_uhf) < 1e-8

exact_vals, exact_vecs = eigh(H)
e_exact, ground = exact_vals[0], exact_vecs[:, 0]
assert abs(ground @ s2 @ ground) < 1e-8
assert e_exact < e_ang[0.0] < e_uhf

# --- Annihilating the triplet only: the quintet weight grows fourfold ---
partial = (s2 @ phi - 2 * phi) / (0 - 2)
quintet_after = partial @ P[2.0] @ partial
assert abs(partial @ P[1.0] @ partial) < 1e-12
assert abs(quintet_after - 4 * w_prod[2.0]) < 1e-10
s2_partial = partial @ s2 @ partial / (partial @ partial)

# --- One-angle integral on the ket without the left Sz projection (s = 0) ---
u, wu = np.polynomial.legendre.leggauss(30)
betas = np.pi * (u + 1) / 2
bare = sum(0.5 * (np.pi / 2) * wb * np.sin(bb) * (rotation_y(s_plus, bb) @ phi)
           for bb, wb in zip(betas, wu))
assert np.allclose(bare[in_m0], (P[0.0] @ phi)[in_m0], atol=1e-10)
leak = np.sum(bare[~in_m0]**2)
assert abs(leak - (np.pi**2 * w_prod[1.0] / 16 + w_prod[2.0] / 3)) < 1e-10
assert leak > 1e-3

hartree_ev = physical_constants['Hartree energy in eV'][0]
for nelec, (dim, worst) in deviation.items():
    print(f"{nelec} electrons: dimension of space = {dim}")
    print(f"  max |group integral - product| = {worst:.1e}")
print(f"H4 spacing = {spacing:.2f} angstrom, basis STO-3G")
print(f"E(RHF) = {e_rhf:.6f} hartree")
print(f"E(UHF) = {e_uhf:.6f} hartree")
print(f"<S^2>(UHF) = {s2_uhf:.6f}")
print(f"singular values sigma_1, sigma_2 = {sigma[0]:.6f}, {sigma[1]:.6f}")
print("Three-angle quadrature, kernels n = <R>, h = <H R>:")
for x, wx, n, h in zip(nodes, gauss, n_kernel, h_kernel):
    print(f"  beta = {np.degrees(np.arccos(x)):.4f} deg, cos(beta) = {x:.6f}")
    print(f"    Gauss weight = {wx:.6f}, n = {n:.6f}, h = {h:.6f} hartree")
for s in spins:
    print(f"s = {s:.0f}: weight, angles  = {w_ang[s]:.6f}")
    print(f"s = {s:.0f}: weight, product = {w_prod[s]:.6f}")
    print(f"s = {s:.0f}: energy, angles  = {e_ang[s]:.6f} hartree")
    print(f"s = {s:.0f}: energy, product = {e_prod[s]:.6f} hartree")
print(f"sum of weights = {sum(w_ang.values()):.6f}")
print(f"sum of weight*energy = {sum(w_ang[s] * e_ang[s] for s in spins):.6f} hartree")
print(f"exact ground state in basis = {e_exact:.6f} hartree")
gain = e_uhf - e_ang[0.0]
print(f"E(UHF) - E(s=0) = {gain:.6f} hartree = {gain * hartree_ev:.4f} eV")
print(f"E(s=0) - E(exact) = {e_ang[0.0] - e_exact:.6f} hartree")
print(f"quintet weight from only two angles = {abs(w_two[2.0]):.6f}")
print("Triplet annihilated only, scaled to keep the singlet:")
print(f"  squared norm of quintet part = {quintet_after:.6f}")
print(f"  <S^2> after normalization = {s2_partial:.6f}")
print(f"s = 0, no left Sz projection: spurious squared norm = {leak:.6f}")
print("PASS")
```

Running it gives:

```
3 electrons: dimension of space = 20
  max |group integral - product| = 3.3e-15
4 electrons: dimension of space = 70
  max |group integral - product| = 3.5e-15
H4 spacing = 1.50 angstrom, basis STO-3G
E(RHF) = -1.829137 hartree
E(UHF) = -1.932738 hartree
<S^2>(UHF) = 1.278449
singular values sigma_1, sigma_2 = 0.761896, 0.375586
Three-angle quadrature, kernels n = <R>, h = <H R>:
  beta = 140.7685 deg, cos(beta) = -0.774597
    Gauss weight = 0.555556, n = 0.149326, h = -0.316761 hartree
  beta = 90.0000 deg, cos(beta) = 0.000000
    Gauss weight = 0.888889, n = 0.450859, h = -0.901267 hartree
  beta = 39.2315 deg, cos(beta) = 0.774597
    Gauss weight = 0.555556, n = 0.860493, h = -1.673000 hartree
s = 0: weight, angles  = 0.480887
s = 0: weight, product = 0.480887
s = 0: energy, angles  = -1.982325 hartree
s = 0: energy, product = -1.982325 hartree
s = 1: weight, angles  = 0.459057
s = 1: weight, product = 0.459057
s = 1: energy, angles  = -1.907060 hartree
s = 1: energy, product = -1.907060 hartree
s = 2: weight, angles  = 0.060056
s = 2: weight, product = 0.060056
s = 2: energy, angles  = -1.731964 hartree
s = 2: energy, product = -1.731964 hartree
sum of weights = 1.000000
sum of weight*energy = -1.932738 hartree
exact ground state in basis = -1.996150 hartree
E(UHF) - E(s=0) = 0.049587 hartree = 1.3493 eV
E(s=0) - E(exact) = 0.013825 hartree
quintet weight from only two angles = 0.000000
Triplet annihilated only, scaled to keep the singlet:
  squared norm of quintet part = 0.240224
  <S^2> after normalization = 1.998781
s = 0, no left Sz projection: spurious squared norm = 0.303188
PASS
```
